# Hartree and LSD exchange energies of a one-electron Gaussian density

**Question**

A single electron with spin up has the density

$$n(\mathbf r)=N e^{-a r^2},\qquad a>0,\qquad \int n(\mathbf r)\,d^3r=1 .$$

Hartree atomic units are used: lengths are in bohr, energies in hartree, and $a$ is in bohr$^{-2}$. The density is given and is not re-optimized in any part. The Hartree energy is

$$E_H[n]=\frac12\iint\frac{n(\mathbf r_1)\,n(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 .$$

For a single determinant, the exchange energy is

$$E_x=-\frac12\sum_\sigma\iint\frac{|\rho_\sigma(\mathbf r_1,\mathbf r_2)|^2}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2,\qquad \rho_\sigma(\mathbf r_1,\mathbf r_2)=\sum_i\varphi_{i\sigma}(\mathbf r_1)\,\varphi^*_{i\sigma}(\mathbf r_2),$$

where $i$ runs over the occupied orbitals of spin $\sigma$.

## Part (a): the density

*Find $N$ and the root-mean-square radius. What is the exponent of the orbital?*

**Answer.** The one-dimensional integral $I=\int_{-\infty}^{\infty}e^{-bx^2}dx$ follows from its square, written in plane polar coordinates:

$$I^2=2\pi\int_0^\infty s\,e^{-bs^2}ds=\frac{\pi}{b}.$$

Since $e^{-br^2}$ is a product of three such factors,

$$G(b)\equiv\int e^{-br^2}d^3r=\left(\frac{\pi}{b}\right)^{3/2}. \tag{1}$$

Setting $b=a$ and requiring unit norm gives $N=(a/\pi)^{3/2}$.

Differentiating $G$ with respect to $b$ brings down a factor $-r^2$, so

$$\langle r^2\rangle=-\frac{1}{G}\frac{dG}{db}\bigg|_{b=a}=\frac{3}{2a},\qquad r_{\rm rms}=\sqrt{\frac{3}{2a}} .$$

A large $a$ therefore means a compact electron. A real, non-negative orbital with this density is $\varphi=\sqrt n\propto e^{-ar^2/2}$, whose exponent is $a/2$. The distinction matters because Gaussian basis functions are labelled by the exponent of the orbital.

## Part (b): the Hartree energy

*Evaluate $E_H$ by changing to the centre and separation of the two points.*

**Answer.** Let

$$\mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2),\quad \mathbf u=\mathbf r_1-\mathbf r_2,\qquad\text{so that}\qquad \mathbf r_1=\mathbf R+\tfrac12\mathbf u,\quad \mathbf r_2=\mathbf R-\tfrac12\mathbf u .$$

For each Cartesian component the determinant of $(r_1,r_2)$ with respect to $(R,u)$ is $1\cdot(-\tfrac12)-\tfrac12\cdot1=-1$. Its magnitude is 1, hence $d^3r_1\,d^3r_2=d^3R\,d^3u$. In the sum of squares the cross terms $\pm\mathbf R\cdot\mathbf u$ cancel:

$$r_1^2+r_2^2=2R^2+\tfrac12u^2 .$$

The double integral is now a product:

$$E_H=\frac12\left(\frac a\pi\right)^3\left[\int e^{-2aR^2}d^3R\right]\left[\int\frac{e^{-au^2/2}}{u}\,d^3u\right].$$

By (1) with $b=2a$, the first bracket is $(\pi/2a)^{3/2}$. In the second, the volume element $4\pi u^2du$ removes the singularity at $u=0$:

$$4\pi\int_0^\infty u\,e^{-au^2/2}du=4\pi\left[-\frac{e^{-au^2/2}}{a}\right]_0^\infty=\frac{4\pi}{a}.$$

Collecting the factors,

$$E_H=\frac12\,\frac{a^3}{\pi^3}\,\frac{\pi^{3/2}}{2^{3/2}a^{3/2}}\,\frac{4\pi}{a}
=\frac{2}{2^{3/2}}\,\frac{a^{1/2}}{\pi^{1/2}}=\sqrt{\frac{a}{2\pi}} . \tag{2}$$

This is a classical repulsion of the charge cloud with itself. One electron does not repel itself, so another term of the energy has to remove it.

## Part (c): exact and local exchange

*Show that exact exchange removes $E_H$ for one electron. Then derive the exchange energy per volume of a uniform, fully spin-polarized electron gas, and state the local spin-density (LSD) approximation that follows from it.*

**Answer.** With one occupied orbital, $\rho_\uparrow(\mathbf r_1,\mathbf r_2)=\varphi(\mathbf r_1)\varphi^*(\mathbf r_2)$ and $\rho_\downarrow=0$. Therefore $|\rho_\uparrow|^2=n(\mathbf r_1)n(\mathbf r_2)$, and the definition of $E_x$ becomes

$$E_x^{\rm exact}=-E_H . \tag{3}$$

In the uniform gas the occupied orbitals are plane waves with $k<k_F$. With $u=|\mathbf r_1-\mathbf r_2|$ and $x=k_Fu$,

$$\rho(u)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf u}
=\frac{1}{2\pi^2u}\int_0^{k_F}k\sin(ku)\,dk
=\frac{k_F^3}{2\pi^2}\,\frac{\sin x-x\cos x}{x^3}.$$

The angular average of $e^{i\mathbf k\cdot\mathbf u}$, which is $\sin(ku)/(ku)$, was used in the second form. As $x\to0$ the last fraction tends to $1/3$, so the density is $n=\rho(0)=k_F^3/(6\pi^2)$. With the spherical Bessel functions

$$j_0=\frac{\sin x}{x},\qquad j_1=\frac{\sin x}{x^2}-\frac{\cos x}{x},$$

this reads $\rho(u)=3n\,j_1(x)/x$. One of the two position integrals in $E_x$ gives the volume $V$, and the other runs over $\mathbf u$:

$$\frac{E_x}{V}=-\frac12\int_0^\infty\frac{9n^2j_1^2}{x^2}\,\frac{4\pi u^2}{u}\,du
=-\frac{18\pi n^2}{k_F^2}\int_0^\infty\frac{j_1^2}{x}\,dx ,$$

because $u\,du=x\,dx/k_F^2$. Direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$, from which

$$\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x}.$$

Since $j_0^2+j_1^2$ falls from 1 at $x=0$ to 0 at infinity, the integral equals $1/4$. Inserting $k_F=(6\pi^2n)^{1/3}$,

$$\frac{E_x}{V}=-\frac{9\pi n^2}{2k_F^2}=-\frac{9\pi}{2}\,\frac{(6\pi^2)^{1/3}}{6\pi^2}\,n^{4/3}
=-\frac34\left(\frac6\pi\right)^{1/3}n^{4/3}.$$

The last step uses $(6\pi^2)^{1/3}/\pi=(6/\pi)^{1/3}$. The LSD approximation applies this result at each point of a non-uniform density. For a fully polarized density,

$$E_x^{\rm LSD}[n]=-C\int n^{4/3}\,d^3r,\qquad C=\frac34\left(\frac6\pi\right)^{1/3}. \tag{4}$$

The approximation replaces the product $n(\mathbf r_1)n(\mathbf r_2)$, which led to (3), by the $|\rho|^2$ of a gas with many occupied orbitals. Nothing in this replacement enforces the cancellation of $E_H$.

## Part (d): LSD exchange for the Gaussian

*Evaluate (4) for the given density and find $|E_x^{\rm LSD}|/E_H$.*

**Answer.** Raising the density to the power $4/3$ turns the prefactor $(a/\pi)^{3/2}$ into $(a/\pi)^2$ and the exponent $a$ into $4a/3$. Equation (1) with $b=4a/3$ then gives

$$\int n^{4/3}d^3r=\left(\frac a\pi\right)^2\left(\frac{3\pi}{4a}\right)^{3/2}
=\left(\frac34\right)^{3/2}\sqrt{\frac a\pi}.$$

Multiplying by $-C$ adds one more factor $3/4$:

$$E_x^{\rm LSD}=-\left(\frac34\right)^{5/2}\left(\frac6\pi\right)^{1/3}\sqrt{\frac a\pi}. \tag{5}$$

On division by (2), $\sqrt{a/\pi}\big/\sqrt{a/(2\pi)}=\sqrt2$, so

$$\frac{|E_x^{\rm LSD}|}{E_H}=\sqrt2\left(\frac34\right)^{5/2}\left(\frac6\pi\right)^{1/3}=0.855 . \tag{6}$$

The exponent has dropped out. By (3) the exact ratio is 1, so LSD exchange leaves 14.5 % of the Hartree energy uncancelled for every spherical Gaussian density $Ne^{-ar^2}$ of one electron, whatever the value of $a$.

## Part (e): the reason, from coordinate scaling

*For $\lambda>0$ let $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$. Explain the constant ratio without evaluating the energy integrals. Does LSD exchange improve when the Gaussian is made very broad?*

**Answer.** Substitute $\mathbf s=\lambda\mathbf r$, so that $d^3r=\lambda^{-3}d^3s$. The norm is kept, since $\lambda^3\lambda^{-3}=1$. In the Hartree energy the two densities supply $\lambda^6$, the two volume elements supply $\lambda^{-6}$, and the Coulomb factor is $1/|\mathbf r_1-\mathbf r_2|=\lambda/|\mathbf s_1-\mathbf s_2|$. Hence

$$E_H[n_\lambda]=\lambda E_H[n].$$

In LSD exchange the density supplies $(\lambda^3)^{4/3}=\lambda^4$ and the volume element $\lambda^{-3}$:

$$E_x^{\rm LSD}[n_\lambda]=-C\,\lambda^4\lambda^{-3}\int n(\mathbf s)^{4/3}d^3s=\lambda E_x^{\rm LSD}[n].$$

The factor $\lambda$ cancels in the ratio. This argument holds for any density shape for which the integrals exist.

To apply it here, scale the Gaussian with $a=1$ by $\lambda=\sqrt a$:

$$\lambda^3\pi^{-3/2}e^{-\lambda^2r^2}=\left(\frac a\pi\right)^{3/2}e^{-ar^2}.$$

All the Gaussians in the question are thus scaled copies of one density. Scaling explains both the $\sqrt a$ in (2) and (5) and the constancy of (6). It does not supply the value 0.855, which requires the integrals.

A very broad Gaussian has small gradients, which might suggest that it approaches a uniform gas. The relevant comparison, however, is between the relative gradient $|\nabla n|/n$ and the local Fermi wave vector $k_F=(6\pi^2n)^{1/3}$, which sets the range of $\rho(u)$. With $t=\sqrt a\,r$, the relative gradient is $2ar=2\sqrt a\,t$ and $k_F=(6\pi^2)^{1/3}\sqrt{a/\pi}\,e^{-t^2/3}$. Therefore

$$\frac{|\nabla n|}{n\,k_F}=\frac{2\sqrt\pi}{(6\pi^2)^{1/3}}\;t\,e^{t^2/3}.$$

At corresponding points, meaning equal $t$, this number does not depend on $a$. Broadening the density lowers $k_F$ as much as it lowers the relative gradient, so the Gaussian comes no closer to the uniform gas. The absolute error $E_H+E_x^{\rm LSD}$ does vanish as $\sqrt a$ when $a\to0$, but the relative error stays the same.

## Part (f): numbers

*Evaluate the energies for $a=1$ bohr$^{-2}$, then for $a=0.25$ and $4$ bohr$^{-2}$. What does the error do when the electron becomes more compact?*

**Answer.** For $a=1$ the rms radius is $\sqrt{3/2}=1.22$ bohr. The two brackets of part (b) are $(\pi/2)^{3/2}=1.9687$ and $4\pi=12.5664$, so

$$E_H=\frac{1.9687\times12.5664}{2\pi^3}=0.3989\ \text{hartree}\quad(10.86\ \text{eV}).$$

For exchange, $C=0.93053$ and $\int n^{4/3}d^3r=(3/4)^{3/2}/\sqrt\pi=0.36645$, so

$$E_x^{\rm LSD}=-0.93053\times0.36645=-0.3410\ \text{hartree}\quad(-9.28\ \text{eV}).$$

The remainder is $0.3989-0.3410=0.0579$ hartree, or 1.58 eV. It is positive: at this level the electron still repels itself.

The other two exponents correspond to $\lambda=1/2$ and $\lambda=2$, so each energy is halved or doubled:

| $a$ (bohr$^{-2}$) | $E_H$ | $E_x^{\rm LSD}$ | $E_H+E_x^{\rm LSD}$ |
|---|---|---|---|
| 0.25 | 0.1995 | −0.1705 | 0.0290 |
| 1 | 0.3989 | −0.3410 | 0.0579 |
| 4 | 0.7979 | −0.6820 | 0.1159 |

Energies are in hartree. A constant relative error is not a constant energy shift. Between $a=0.25$ and $a=4$ the spurious repulsion grows by $0.1159-0.0290=0.0869$ hartree. Within this family of densities, the exchange-only LSD error therefore penalizes the compact electron relative to the spread-out one.

If the value 1 bohr$^{-2}$ had been the exponent of the orbital, the density exponent would have been 2 bohr$^{-2}$, and (2) would have given $E_H=1/\sqrt\pi=0.564$ hartree.

## Part (g): where the result stops

*Discuss what happens to the ratio (i) if the spin-unpolarized local formula is used, (ii) if the density has another shape, and (iii) if LSD correlation is added.*

**Answer. (i) Spin.** In an unpolarized density each spin has density $n/2$. Exchange acts within each spin separately, so (4) is applied twice:

$$-2C\int\left(\frac n2\right)^{4/3}d^3r=-2^{-1/3}\,C\int n^{4/3}d^3r .$$

Using this expression for one electron treats it as half up and half down. For $a=1$ the exchange energy weakens from $-0.341$ to $-0.271$ hartree, and the ratio falls from 0.855 to 0.678. The ratio is still independent of $a$, because the extra factor is a constant. Scale independence is thus no sign that the spin has been treated correctly.

**(ii) Shape.** Scaling relates densities of one shape and says nothing about two different shapes. Two other normalized densities serve for comparison:

$$n_{\rm exp}=\frac{e^{-2r}}{\pi},\qquad n_{\rm hol}=\frac{2}{3\pi^{3/2}}\,r^2e^{-r^2}.$$

For a spherical density, the Hartree energy can be assembled shell by shell. A shell at radius $r$ interacts with the charge $Q(r)$ inside it as if that charge sat at the centre. Counting each pair once accounts for the factor $\tfrac12$ in $E_H$:

$$E_H=\int_0^\infty\frac{Q(r)}{r}\,4\pi r^2n(r)\,dr,\qquad Q(r)=\int_0^r4\pi r'^2n(r')\,dr'.$$

Numerical quadrature of this expression and of (4) on a radial grid gives a ratio of 0.858 for the exponential density and 0.880 for the hollow one. Each number is unchanged by scaling, but the three shapes have three different constants. The value 0.855 belongs to the spherical Gaussian. A Gaussian with different exponents along different axes is not a scaled copy of it and counts as another shape. For exponents in the proportion 1:1:4 the ratio is 0.891, and for 1:1:100 it is 1.25, so even the sign of the remainder depends on the shape.

**(iii) Correlation.** The exact correlation energy of one electron is zero, because its wavefunction is a single orbital and there is no second electron to correlate with. LSD instead assigns it

$$E_c^{\rm LSD}[n]=\int n\,\varepsilon_c(n)\,d^3r,$$

where $\varepsilon_c$ is the correlation energy per electron of the fully polarized uniform gas. Under scaling,

$$E_c^{\rm LSD}[n_\lambda]=\int n(\mathbf s)\,\varepsilon_c\big(\lambda^3n(\mathbf s)\big)\,d^3s .$$

This would be $\lambda E_c^{\rm LSD}[n]$ if $\varepsilon_c$ were proportional to $n^{1/3}$, as the exchange energy per electron is. At the densities that matter here the correlation energy does not follow that law: between about $2\times10^{-4}$ and $0.24$ bohr$^{-3}$ the Perdew–Wang $|\varepsilon_c|$ varies as a power of $n$ of only 0.20 to 0.12, and the power approaches $1/3$ only at extremely low density. With the Perdew–Wang parametrization of $\varepsilon_c$, integrated numerically on the radial grid, the results are:

| $a$ (bohr$^{-2}$) | $E_c^{\rm LSD}$ | $E_H+E_x^{\rm LSD}+E_c^{\rm LSD}$ | $\lvert E_x^{\rm LSD}+E_c^{\rm LSD}\rvert/E_H$ |
|---|---|---|---|
| 0.25 | −0.0184 | 0.0106 | 0.947 |
| 1 | −0.0251 | 0.0328 | 0.918 |
| 4 | −0.0329 | 0.0830 | 0.896 |

Energies are again in hartree. From the first row to the last, $E_H$ and $E_x^{\rm LSD}$ grow by a factor of 4, but $E_c^{\rm LSD}$ grows by a factor of only about 1.8. The ratio now depends on $a$.

For all three exponents in this table the total error is smaller than with exchange alone. This is a partial compensation of two errors: exchange that is too weak, and a correlation energy that should be absent. The compensation is most complete for the broadest of the three densities. The trend does not stop at a ratio of 1. With the same parametrization the total $E_H+E_x^{\rm LSD}+E_c^{\rm LSD}$ changes sign near $a=0.036$ bohr$^{-2}$, and at $a=0.01$ bohr$^{-2}$ the ratio is 1.04, so for very broad densities correlation overcompensates.

Numbers in the example were calculated in double precision.
